# Linear-Parabolic Silicide Growth from Two Resistances in Series

In the model silicide studied here, 100 s of annealing produces a layer 7.4 nm thick, and 100000 s produces one 846 nm thick. The time has grown by a factor of 1000 and the thickness by a factor of about 114. Growth at a constant rate would have given a factor of 1000, and growth as the square root of time a factor of about 32. The actual factor lies between them because two processes limit the growth, and their relative importance changes as the layer thickens.

The layer lies between a metal and silicon and grows at constant temperature. Let one species, taken to be the metal, move through the silicide and react at the silicon side. Measure position $z$ in the silicide lattice, with the metal boundary at $z=0$ and the silicon boundary at $z=x(t)$, so that $x$ is the thickness. New silicide forms at $z=x$. A flux $J$, in atoms per area and time, is positive when it runs toward the silicon. If silicon were the mobile species, the two boundaries would exchange roles and the same derivation would apply.

The layer is flat, consists of a single phase and has unlimited metal and silicon beside it. Nanometres and seconds suit annealing better than atomic units. The parameters are round model values, not assigned to any material.

Two populations of metal atoms must be kept apart. Most are bound in the compound; a few are dissolved in it as mobile atoms, with concentration $c(z,t)$. The metal holds the mobile concentration at $c(0,t)=c_0$. At the silicon boundary it takes a value $c_i$, which is not known in advance: it adjusts until the supply by diffusion matches the consumption by reaction.

Consider diffusion first. Conservation of mobile atoms inside the layer, together with Fick's law for a constant diffusivity $D$, reads

$$
\frac{\partial c}{\partial t}=-\frac{\partial J}{\partial z},\qquad J=-D\frac{\partial c}{\partial z}.
$$

Suppose that the concentration profile settles much faster than the thickness changes. The time derivative can then be neglected, and $J$ is the same at every $z$. The slope of $c$ is therefore constant and equals $(c_i-c_0)/x$. The minus sign in Fick's law turns this into

$$
J=\frac{D(c_0-c_i)}{x},\qquad\text{or}\qquad c_0-c_i=J\,\frac{x}{D}.
$$

The second form resembles Ohm's law, with a concentration drop in place of a voltage and an atomic flux in place of a current. The diffusion resistance is $x/D$. It grows in proportion to the thickness because the same drop is spread over a longer path.

At the silicon boundary, atoms enter the compound at a rate $kc_i$ per area, where $k$ is a first-order rate constant with the unit of a velocity. The reverse process returns atoms to the mobile population at a rate taken to be independent of $c_i$. The two rates must cancel at the equilibrium concentration $c_{eq}$, so the reverse rate is $kc_{eq}$. The net reaction flux is

$$
J=k(c_i-c_{eq}),\qquad\text{or}\qquad c_i-c_{eq}=J\,\frac1k.
$$

The reaction resistance is $1/k$, independent of thickness. Both resistances have the unit s/nm.

In the steady profile, every atom that crosses the layer also reacts, so the two fluxes are equal. Adding the two drops eliminates the unknown $c_i$:

$$
(c_0-c_i)+(c_i-c_{eq})=J\left(\frac{x}{D}+\frac1k\right).
$$

With the total driving difference $\Delta c=c_0-c_{eq}$, which must be positive for growth,

$$
J=\frac{\Delta c}{x/D+1/k}.
$$

This is the flux through two resistances in series. The share of the driving difference left for the reaction follows from $c_i-c_{eq}=J/k$:

$$
\frac{c_i-c_{eq}}{\Delta c}=\frac{1/k}{x/D+1/k}=\frac{1}{1+kx/D}.
$$

In a thin layer this share is close to one: diffusion supplies atoms easily and the reaction sets the pace. In a thick layer it is close to zero: the reaction consumes whatever arrives, and the interface concentration falls close to $c_{eq}$.

To turn the flux into a growth rate, let $\Omega$ be the volume of silicide formed per reacting metal atom. On an area $S$, a number $JS\,dt$ of atoms reacts during $dt$ and forms a volume $\Omega JS\,dt$. This volume is also $S\,dx$, so

$$
\frac{dx}{dt}=\Omega J=\frac{\Omega\Delta c}{x/D+1/k}.
$$

Multiplying numerator and denominator by $2D$ gives

$$
\frac{dx}{dt}=\frac{B}{A+2x},\qquad A=\frac{2D}{k},\qquad B=2D\Omega\Delta c.
$$

The factors of two are a convention that keeps the integrated law free of fractions. The constant $A$ is a length, and $B$ is a length squared per time.

Let the thickness be $x_0$ at $t=0$. Separating the variables and integrating gives

$$
\int_{x_0}^{x}(A+2x')\,dx'=\int_0^tB\,dt',
$$

$$
A(x-x_0)+x^2-x_0^2=Bt.
$$

The terms containing $x_0$ can be moved to the right and written as a shift of time:

$$
x^2+Ax=B(t+\tau),\qquad \tau=\frac{x_0^2+Ax_0}{B}.
$$

This is the linear-parabolic law. The shift $\tau$ is the time this same law would need to grow the initial layer from nothing. It need not be the true age of that layer, which may have formed under other conditions.

To solve for $x$, add $A^2/4$ to both sides, which completes the square:

$$
\left(x+\frac A2\right)^2=\frac{A^2}{4}+B(t+\tau).
$$

Since $x+A/2$ is positive, the positive root applies:

$$
x=\frac A2\left[\sqrt{1+\frac{4B(t+\tau)}{A^2}}-1\right].
$$

The example has $D=500\ \mathrm{nm^2/s}$, $k=10\ \mathrm{nm/s}$, $\Omega=0.04\ \mathrm{nm^3}$, $c_0=0.25\ \mathrm{nm^{-3}}$ and $c_{eq}=0.05\ \mathrm{nm^{-3}}$. Hence $\Delta c=0.20\ \mathrm{nm^{-3}}$ and

$$
A=\frac{2(500)}{10}=100\ \mathrm{nm},
$$

$$
B=2(500)(0.04)(0.20)=8.0\ \mathrm{nm^2/s}.
$$

For growth from $x_0=0$, the thickness after 1000 s is

$$
x=50\left[\sqrt{1+\frac{4(8)(1000)}{100^2}}-1\right]=50(\sqrt{4.2}-1)=52.5\ \mathrm{nm}.
$$

The early limit, again with $x_0=0$, follows from $\sqrt{1+u}=1+u/2-u^2/8+\cdots$ with $u=4Bt/A^2\ll1$:

$$
x=\frac BA\,t-\frac{B^2}{A^3}\,t^2+\cdots.
$$

The leading term is linear in time. Its rate is

$$
\frac BA=2D\Omega\Delta c\,\frac{k}{2D}=k\Omega\Delta c,
$$

from which the diffusivity has cancelled. In the example the rate is $8/100=0.080$ nm/s. The error of the linear estimate can be found without a series. With $\tau=0$, dividing $Bt=x^2+Ax$ by $Ax$ gives

$$
\frac{(B/A)t}{x}=1+\frac xA.
$$

The linear estimate is therefore 10% above the law at $x=0.1A=10$ nm. This is well below $A$, so the linear stage is short when judged by that standard.

For the late limit, write the solution with $x_0=0$ as $x=\sqrt{Bt+A^2/4}-A/2$. When $Bt\gg A^2/4$, taking $\sqrt{Bt}$ out of the root and expanding gives

$$
x=\sqrt{Bt}-\frac A2+\frac{A^2}{8\sqrt{Bt}}+\cdots.
$$

The leading term is parabolic growth, $x^2\simeq Bt$, and its coefficient does not contain $k$. The reaction still leaves a trace: the thickness stays behind $\sqrt{Bt}$ by an amount that tends to $A/2$, not to zero. Only the relative difference disappears. At 100000 s the three terms give $894.4-50.0+1.4=845.8$ nm, in agreement with the full formula.

The relative error of the parabolic estimate follows on dividing $Bt=x^2+Ax$ by $x^2$ and taking the root:

$$
\frac{\sqrt{Bt}}{x}=\sqrt{1+\frac Ax}.
$$

It is 10% high when $1+A/x=1.1^2=1.21$, that is, at $x=100/0.21=476$ nm. From $t=(x^2+Ax)/B$, the layer reaches 10 nm after about 140 s and 476 nm after about 34000 s. Between these times, which differ by a factor of about 250, neither simple law is accurate to 10%.

The natural boundary between the regimes is the thickness at which the resistances are equal, $x_*/D=1/k$:

$$
x_*=\frac Dk=\frac A2=50\ \mathrm{nm}.
$$

There each process takes half of the driving difference, and the growth rate has fallen to half its initial value. Growth from zero reaches this thickness at

$$
t_*=\frac{x_*^2+Ax_*}{B}=\frac{A^2/4+A^2/2}{B}=\frac{3A^2}{4B}=937.5\ \mathrm{s},
$$

or 15.6 min.

The gradual change of regime can be followed through the local exponent $n=d\ln x/d\ln t$, the slope of the growth curve on doubly logarithmic axes. For $x_0=0$, use $t=x(A+x)/B$ and $dx/dt=B/(A+2x)$:

$$
n=\frac tx\frac{dx}{dt}=\frac{A+x}{B}\,\frac{B}{A+2x}=\frac{A+x}{A+2x}.
$$

The exponent falls from 1 toward $1/2$. It is 0.95 at 5 nm, 0.75 at the crossover and 0.55 at 500 nm. An intermediate exponent thus needs no third mechanism in this model. The thickness ratio of 114 in the opening example corresponds to a mean exponent $\log_{10}(114)/3\approx0.69$ over that interval.

The same two resistances determine how strongly the thickness responds to each material parameter. For $x_0=0$, dividing the growth law by $2D$ gives

$$
\frac{x^2}{2D}+\frac xk=\Omega\Delta c\,t.
$$

Hold $t$ and $\Omega\Delta c$ fixed and vary $D$ and $k$. Since $d(1/D)=-(1/D)\,d\ln D$, and similarly for $k$,

$$
\left(\frac xD+\frac1k\right)dx=\frac{x^2}{2D}\,d\ln D+\frac xk\,d\ln k.
$$

Dividing by $x$ and by the bracket, then multiplying numerators and denominators by $2D$, yields

$$
\frac{\partial\ln x}{\partial\ln D}=\frac{x}{A+2x},\qquad
\frac{\partial\ln x}{\partial\ln k}=\frac{A}{A+2x}.
$$

For a thin layer these tend to 0 and 1; for a thick layer they tend to $1/2$ and 0. Faster diffusion therefore helps little at first, and a faster reaction helps little later.

An initial layer can hide the linear stage. For any $x_0$, a sufficiently short piece of the growth law looks straight, with initial slope $B/(A+2x_0)$, because any smooth curve does. That slope is the reaction-controlled rate $B/A$ only if $2x_0\ll A$, that is, $x_0\ll D/k$. Straightness over a short interval does not by itself establish control by the reaction.

Measured thicknesses can be analysed without choosing a regime. Divide the integrated law $x^2-x_0^2+A(x-x_0)=Bt$ by $x-x_0$ and rearrange:

$$
x+x_0=B\,\frac{t}{x-x_0}-A.
$$

A plot of $x+x_0$ against $t/(x-x_0)$ is a straight line with slope $B$ and intercept $-A$. The intercept gives $D/k=A/2$, provided that $x_0$ and the starting time are known and the data span thicknesses on both sides of $D/k$. In the example, with times from a few hundred seconds or less up to 100000 s, a 5 nm initial layer taken as zero lowers the fitted $A$ by about 20%, and an unnoticed delay of 100 s raises it by about 25%. Because $x$ enters both axes, scatter in data taken only from thin layers biases $A$ and $B$ downward, while data taken only from thick layers leave the intercept poorly determined. Separate values of $D$ and $k$ also require $\Omega\Delta c$, because $B$ contains the product $D\Omega\Delta c$. Nor does the line identify the origin of the constant resistance. A first-order transfer step at the metal boundary, with resistance $1/k'$, would add to the series and replace $1/k$ by $1/k+1/k'$. Within the steady-profile law, thickness data alone cannot separate the two terms; the neglected storage of dissolved atoms distinguishes them only at the order of the dissolved fraction.

It remains to justify the steady profile. Diffusion across the layer takes a time of order $x^2/D$, while the thickness changes appreciably in a time $x/(dx/dt)=x(A+2x)/B$. Their ratio is

$$
\frac{x^2/D}{x(A+2x)/B}=\frac{Bx}{D(A+2x)}<\frac{B}{2D}=\Omega\Delta c,
$$

where the inequality uses $x/(A+2x)<1/2$. In the example the bound is 0.008. A second condition concerns storage. Per unit area, the layer holds at most about $c_0x$ dissolved atoms, compared with $x/\Omega$ atoms bound by reaction if it grew from zero. The ratio is at most about $\Omega c_0=0.010$. If both fractions are small, the steady profile is a good approximation at every thickness, once the starting profile has settled. In an initial layer of thickness $x_0$ this takes a time of order $x_0^2/D$. In a layer much thinner than $D/k$ the growth law is less sensitive to them, because $c_i$ stays close to $c_0$ and the reaction sets the pace. A thick layer offers no such protection.

The assumption can be removed by solving the time-dependent problem

$$
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial z^2},\qquad c(0,t)=c_0,\qquad
\frac{dx}{dt}=\Omega k(c_i-c_{eq}),
$$

with the condition at the moving boundary

$$
-D\left.\frac{\partial c}{\partial z}\right|_{z=x}=k(c_i-c_{eq})+c_i\frac{dx}{dt}.
$$

The last term counts the mobile atoms left dissolved in the newly formed silicide. The numerical solution starts from a 1 nm layer with $c=c_{eq}$ inside it, for which $\tau=(1+100)/8=12.6$ s. At 100000 s it gives 843.9 nm, against 845.9 nm from the growth law with the same initial layer. The difference is $-0.23\%$ relative to the law.

This small deficit can be derived for the late stage, where $c_i\approx c_{eq}$. To first order, insert the linear profile $c=c_0-\Delta c\,z/x$ into the neglected storage term. Since $x$ depends on time,

$$
\frac{\partial c}{\partial t}=\Delta c\,\frac{z}{x^2}\frac{dx}{dt}.
$$

The flux at $z$ must supply both the flux $J(x)$ leaving at the silicon boundary and the accumulation between $z$ and $x$:

$$
J(z)=J(x)+\int_z^x\frac{\partial c}{\partial t}\,dz'
=J(x)+\frac{\Delta c}{2}\frac{dx}{dt}\left(1-\frac{z^2}{x^2}\right).
$$

Integrating Fick's law across the layer gives $D\Delta c=\int_0^xJ\,dz$. The integral of $1-z^2/x^2$ is $2x/3$, and the boundary condition gives $J(x)=(1/\Omega+c_{eq})\,dx/dt$. Therefore

$$
D\Delta c=x\frac{dx}{dt}\left(\frac1\Omega+c_{eq}+\frac{\Delta c}{3}\right),
$$

$$
x\frac{dx}{dt}=\frac{D\Omega\Delta c}{1+\Omega c_{eq}+\Omega\Delta c/3}.
$$

Without the correction the denominator would be 1, and integration would give $x^2\simeq2D\Omega\Delta c\,t=Bt$. The correction lowers the effective $B$ by the fraction $0.002+0.0027=0.0047$. In the parabolic limit $x$ varies as $\sqrt B$, so the thickness falls by half that fraction, 0.23%. The numerical difference at 100000 s has already reached this size, although the limit is not yet exact there: $c_i-c_{eq}$ is still 5.6% of $\Delta c$. Some of the supply fills the layer with dissolved atoms instead of building it. The stored fraction is $\Omega(c_{eq}+\Delta c/2)=0.0060$. The slightly steeper profile at the metal side raises the inflow above the steady value $D\Delta c/x$ by the fraction $\Omega\Delta c/6=0.0013$, which leaves the net loss of 0.0047.

The correction should grow with the dissolved fraction. Making $\Omega$ ten times larger and all times ten times shorter leaves the thickness predicted by the law unchanged. The late difference then becomes $-2.25\%$, larger by a factor of 9.6. This is close to the factor of ten expected at first order.

The time-dependent solution also tests the data analysis and the change of control. Its thicknesses from 100 s onward, plotted as described above, give $A=99.6$ nm and $B=7.96\ \mathrm{nm^2/s}$, within 0.5% of the input values. The shift in $B$ has the size just derived. Doubling $k$ multiplies the thickness added in the first 10 s by 1.92, whereas doubling $D$ multiplies it by 1.01. Over 100000 s the order is reversed: the factors are 1.03 for $k$ and 1.38 for $D$, the latter approaching the parabolic value $\sqrt2\approx1.41$. The numerical output below also lists the thickness and the remaining share of the driving difference at intermediate times, for the original $D$ and $k$.

The law fails when its resistances cease to have the assumed form. If grains coarsen during annealing and $D$ changes with time, $x/D$ is no longer fixed by thickness alone. If a second silicide phase grows, the layers share atoms and their growth rates are coupled. A nucleation delay is absent from the model, and growth stops when the metal or the silicon runs out. Where the assumptions of the model hold and the dissolved fraction is small, the growth rate is set by one resistance that stays constant and one that increases with thickness.

## Numbers as computed

```
Diffusivity D = 500 nm^2/s
Reaction constant k = 10 nm/s
Volume per reacting atom Omega = 0.04 nm^3
Supply concentration c0 = 0.25 nm^-3
Reaction equilibrium concentration ceq = 0.05 nm^-3
Concentration difference = 0.20 nm^-3
Dissolved fraction Omega*c0 = 0.010 (no unit)
Driving fraction Omega*(c0-ceq) = 0.008 (no unit)
A = 100.0 nm
B = 8.00 nm^2/s
Initial linear rate B/A = 0.080 nm/s
Reaction resistance 1/k = 0.100 s/nm
Crossover thickness = 50.0 nm
Crossover time = 937.5 s = 15.62 min
Growth from zero thickness: time; law; linear; parabolic
  10 s; 0.794 nm; 0.800 nm; 8.944 nm
  100 s; 7.446 nm; 8.000 nm; 28.284 nm
  1000 s; 52.470 nm; 80.000 nm; 89.443 nm
  10000 s; 237.228 nm; 800.000 nm; 282.843 nm
  100000 s; 845.824 nm; 8000.000 nm; 894.427 nm
Linear estimate 10% high at x = 10.0 nm
Parabolic estimate 10% high at x = 476.2 nm
Local exponent at 5 nm = 0.9545 (no unit)
Local exponent at 50 nm = 0.7500 (no unit)
Local exponent at 500 nm = 0.5455 (no unit)
Initial thickness in full calculation = 1.0 nm
Corresponding time shift tau = 12.625 s
Full calculation: time; full thickness; law; difference
  10 s; 1.778 nm; 1.778 nm; -0.016 %
  100 s; 8.313 nm; 8.318 nm; -0.066 %
  1000 s; 52.863 nm; 52.961 nm; -0.186 %
  10000 s; 236.858 nm; 237.404 nm; -0.230 %
  100000 s; 843.906 nm; 845.880 nm; -0.233 %
Remaining interface drive (ci-ceq)/(c0-ceq): time; full; law
  10 s; 0.9653; 0.9657
  100 s; 0.8564; 0.8574
  1000 s; 0.4844; 0.4861
  10000 s; 0.1736; 0.1743
  100000 s; 0.0557; 0.0559
Late difference with 10 times Omega = -2.250 %
Ratio of the late differences = 9.64 (no unit)
A from straight line through full data = 99.63 nm
B from straight line through full data = 7.961 nm^2/s
Added-thickness factor at 10 s: D doubled 1.014, k doubled 1.921
Added-thickness factor at 100000 s: D doubled 1.382, k doubled 1.028
```
